# Nonparabolicity coefficient of a two-band k.p conduction band

To place the Fermi level of a heavily doped, light-mass semiconductor, one must choose the coefficient $\alpha$ in the nonparabolic dispersion $E(1+\alpha E)=\hbar^2k^2/(2m^*)$, where $E$ is measured from the conduction edge. The gap $E_g$ and edge mass $m^*$ may be known, yet $1/E_g$, $(1-m^*/m_0)/E_g$ and $(1-m^*/m_0)^2/E_g$ are all possible values. The choice must agree with the treatment of the free-electron kinetic energy in the underlying band model. When both bands keep that energy and no other bands act, the squared factor follows.

Write a Bloch function as $\psi=e^{i\mathbf k\cdot\mathbf r}u(\mathbf r)$, with $u$ periodic. The momentum operator $\hat{\mathbf p}$ acting on $\psi$ gives $e^{i\mathbf k\cdot\mathbf r}(\hat{\mathbf p}+\hbar\mathbf k)u$. The Schrödinger equation therefore becomes

$$
\left[H_0+\frac{\hbar}{m_0}\mathbf k\cdot\hat{\mathbf p}
+\frac{\hbar^2k^2}{2m_0}\right]u=Eu,
\qquad H_0=\frac{\hat p^2}{2m_0}+V(\mathbf r).
$$

Expand $u$ in two eigenfunctions of $H_0$ at $\mathbf k=0$: a conduction state $u_c$ at energy zero and a valence state $u_v$ at $-E_g$. Spin-orbit coupling is omitted for now. Then $H_0$ is real, its edge functions can be chosen real, and the diagonal momentum elements vanish, because $\int u\nabla u=\tfrac12\int\nabla(u^2)=0$ over a period. The last term in the bracket is a number and multiplies the overlap of the two states, so it appears equally on both diagonals and nowhere else.

Let $p$ be the magnitude of the momentum element between the two states along $\mathbf k$; its phase can be absorbed into $u_v$. With

$$
x=\frac{\hbar^2k^2}{2m_0},\qquad E_p=\frac{2p^2}{m_0},
\qquad \left(\frac{\hbar kp}{m_0}\right)^2=E_px,
$$

the two-band matrix is

$$
H=\begin{pmatrix}x&\sqrt{E_px}\\ \sqrt{E_px}&-E_g+x\end{pmatrix}.
$$

The same matrix describes an $s$-like conduction state and three degenerate $p$-like valence states $X,Y,Z$ in a zinc-blende crystal without spin-orbit coupling. The conduction state couples only to the valence combination pointing along $\mathbf k$, with the same $p$ for every direction. The valence states do not couple to one another at first order in $k$. Twofold rotations remove all their momentum elements except those such as $\langle X|\hat p_z|Y\rangle$. A mirror exchanging $x$ and $y$ makes this equal to $\langle Y|\hat p_z|X\rangle$, whereas real functions make the two opposite, so both are zero.

Setting $\det(H-E)=0$ gives $(x-E)(-E_g+x-E)-E_px=0$. Reversing the sign of both factors leaves

$$
(E-x)(E-x+E_g)=E_px. \tag{1}
$$

This is a quadratic equation for $E-x$. The root that vanishes at $k=0$ is the conduction band,

$$
E=x-\frac{E_g}{2}+\sqrt{\frac{E_g^2}{4}+E_px}. \tag{2}
$$

To expand it, take $E_g/2$ out of the square root and set $z=4E_px/E_g^2$. Since $\sqrt{1+z}=1+z/2-z^2/8+O(z^3)$,

$$
\frac{E_g}{2}\sqrt{1+z}
=\frac{E_g}{2}+\frac{E_px}{E_g}
-\frac{E_p^2x^2}{E_g^3}+O(x^3),
$$

and therefore

$$
E=\left(1+\frac{E_p}{E_g}\right)x
-\frac{E_p^2}{E_g^3}x^2+O(x^3). \tag{3}
$$

Because $x\propto k^2$, the omitted terms begin at $k^6$. Define the mass ratio $\mu=m^*/m_0$ and the parabolic energy $\gamma=\hbar^2k^2/(2m^*)=x/\mu$. The edge mass is defined by $E=\gamma$ at order $k^2$, so

$$
\frac1\mu=1+\frac{E_p}{E_g},\qquad
\frac{E_p}{E_g}=\frac{1-\mu}{\mu},\qquad x=\mu\gamma.
$$

The quartic term in (3) is then

$$
-\frac{1}{E_g}\left(\frac{E_p}{E_g}\right)^2x^2
=-\frac{1}{E_g}\frac{(1-\mu)^2}{\mu^2}\mu^2\gamma^2
=-\frac{(1-\mu)^2}{E_g}\gamma^2.
$$

Now insert $E=\gamma-(1-\mu)^2\gamma^2/E_g+O(\gamma^3)$ into the desired form. In the term $\alpha E^2$ the leading value $E=\gamma$ suffices at this order:

$$
E+\alpha E^2=\gamma+
\left[\alpha-\frac{(1-\mu)^2}{E_g}\right]\gamma^2+O(\gamma^3).
$$

The left side equals $\gamma$ through fourth order in $k$ if and only if the bracket vanishes. Hence

$$
E(1+\alpha E)=\frac{\hbar^2k^2}{2m^*}+O(k^6),\qquad
\boxed{\alpha=\frac{(1-m^*/m_0)^2}{E_g}}. \tag{4}
$$

An identity shows where the square comes from and how large the remainder is. Put $x=\mu\gamma$ and $E_px=E_g(1-\mu)\gamma$ into (1), then divide by $E_g$:

$$
E-\mu\gamma+\frac{(E-\mu\gamma)^2}{E_g}=\gamma-\mu\gamma.
$$

The terms $-\mu\gamma$ cancel, leaving

$$
\gamma=E+\frac{(E-\mu\gamma)^2}{E_g}. \tag{5}
$$

No expansion has been made here. The quantity $E-\mu\gamma=E-x$ is the part of the energy produced by interband coupling. Near the edge it is a fraction $1-\mu$ of $E$, and it enters squared. For one more order, use $\gamma=E+\alpha E^2+O(E^3)$ inside the square:

$$
(E-\mu\gamma)^2=(1-\mu)^2E^2-2\mu(1-\mu)\alpha E^3+O(E^4).
$$

Thus $\gamma=E+\alpha E^2+\beta E^3+O(E^4)$, with

$$
\beta=-\frac{2\mu(1-\mu)\alpha}{E_g}
=-\frac{2\mu(1-\mu)^3}{E_g^2}. \tag{6}
$$

At fixed gap and energy, this remainder is proportional to $\mu$ when $\mu$ is small. In the limit $\mu\to0$ at fixed $\gamma$ and $E_g$, (5) becomes $E(1+E/E_g)=\gamma$ with no remainder. In the opposite limit, $\mu\to1$, the coupling vanishes, $\alpha\to0$, and the band is the free-electron parabola. Between these limits (4) fails at large $k$: it makes $E$ grow in proportion to $k$, whereas the free term $x$ eventually dominates (2) and restores growth as $k^2$. The return to $k^2$ growth is a property of the model: it requires $x$ above $E_p$, which for the alloy treated below lies outside the Brillouin zone. The departure of (4) from (2) begins much earlier. For that alloy, with lattice constant 0.587 nm, (4) is low by about 2% a tenth of the way to the zone boundary at X and by about 30% at X, where two bands no longer describe the crystal in any case.

The valence partner in the same matrix has a different factor. Let $E_h=-E_g-E$ be the hole energy, measured downward from the valence edge. Equation (1) becomes $(E_h+x)(E_h+x+E_g)=E_px$, which differs from the conduction equation in the sign of $x$ on the left. Its expansion is $E_h=(E_p/E_g-1)x-E_p^2x^2/E_g^3+O(x^3)$. For $E_p>E_g$ the hole mass ratio $\mu_h$ obeys $1/\mu_h=E_p/E_g-1$, so $E_p/E_g=(1+\mu_h)/\mu_h$ and the hole coefficient is $(1+\mu_h)^2/E_g$. The free-electron term opposes the downward curvature of this band, which turns the minus sign into a plus.

The other candidate coefficients belong to different matrices. Let the diagonal elements be $a_cx$ and $-E_g+a_vx$, so that

$$
(E-a_cx)(E+E_g-a_vx)=E_px.
$$

Insert $E=e_1x+e_2x^2+\cdots$. The terms in $x$ give $(e_1-a_c)E_g=E_p$, with $e_1=1/\mu$ by the definition of the mass. The terms in $x^2$ give

$$
e_2E_g+(e_1-a_c)(e_1-a_v)=0.
$$

Since $x^2=\mu^2\gamma^2$ and $\alpha=-e_2\mu^2$,

$$
\alpha=\frac{(1-a_c\mu)(1-a_v\mu)}{E_g}. \tag{7}
$$

At fixed $\mu$ and $E_g$, keeping both free-electron terms gives (4), keeping one gives $(1-\mu)/E_g$, and dropping both gives $1/E_g$. Remote bands also change $a_c$ and $a_v$, and (7) shows how this change spoils the squared factor. They can add further terms of order $k^4$ to the energy, which (7) leaves out.

A Schrödinger equation with all its bands tests the result from outside the two-band matrix. Take a one-dimensional cosine potential that couples plane waves differing by one reciprocal lattice vector, with matrix element 0.2 in units where $\hbar^2/(2m_0)=1$ and half that vector is 1. The two lowest bands are separated at the zone boundary, where the edge functions are again real, and $k$ is measured from there. Eight plane waves give $\mu=0.0907$ for the upper band, and the two-band mass formula with the computed gap and momentum element gives the same figure. The band itself yields $\alpha E_g=0.8271$, against $(1-\mu)^2=0.8269$. A single factor would give 0.909. The remaining difference of 0.0002 comes from bands outside the pair, since the two-band result is derived without other approximation and the change from six to eight waves is far smaller.

For a material example, take rough room-temperature values for In$_{0.53}$Ga$_{0.47}$As, an alloy used in fast transistor channels: $E_g=0.74$ eV and $\mu=0.041$. Then

$$
E_p=\left(\frac1{0.041}-1\right)(0.74\ \text{eV})=17.31\ \text{eV},
\qquad
\alpha=\frac{(0.959)^2}{0.74\ \text{eV}}=1.243\ \text{eV}^{-1}.
$$

Let the electron density be $n=2\times10^{18}$ cm$^{-3}$, or 0.002 nm$^{-3}$, in a bulk region. At zero temperature two spin states fill a sphere of radius $k_F$, so $n=2(4\pi k_F^3/3)/(2\pi)^3=k_F^3/(3\pi^2)$ and $k_F=(3\pi^2n)^{1/3}=0.390$ nm$^{-1}$. With $\hbar^2/(2m_0)=0.0381$ eV nm$^2$, this gives $x=0.00579$ eV and $\gamma=x/\mu=0.1412$ eV. The positive root of (4) is

$$
E=\frac{\sqrt{1+4\alpha\gamma}-1}{2\alpha}=0.1225\ \text{eV},
$$

while the full two-band root (2) is

$$
E=0.00579-0.37000+\sqrt{0.1369+(17.31)(0.00579)}
=0.1227\ \text{eV}.
$$

Relative to the full root, relation (4) is low by 0.18 meV, or 0.15%. The parabola is high by 18.5 meV, or 15%. The truncated series $\gamma-\alpha\gamma^2$ is low by 6.3 meV, or 5%, although it too is correct to fourth order. Two facts account for this. The expansion parameter $z=4E_px/E_g^2$ is 0.73 here, not far below the value 1 beyond which the square-root series diverges. Relation (4), by contrast, leaves only the small $\beta=-0.132$ eV$^{-2}$ at the next order. Subtracting $E+\alpha E^2+\beta E^3\simeq\gamma$ from (4) gives an energy error of about $\beta E^3/(1+2\alpha E)=-0.19$ meV, close to the computed value. Using $1/E_g=1.351$ eV$^{-1}$ in (4) instead would give 0.1213 eV, which is 1.4 meV below the full root.

The velocity follows by differentiating (4) with respect to $k$:

$$
(1+2\alpha E)\frac{dE}{dk}=\frac{\hbar^2k}{m^*}.
$$

Since $v=\hbar^{-1}dE/dk$, the transport mass $\hbar k/v$ is $m^*(1+2\alpha E)$ within the same approximation. At $k_F$ it equals $0.0535\,m_0$, against $0.0533\,m_0$ from the full root. Both are about 30% above the edge mass.

The real alloy departs from the model by more than relation (4) departs from its own two-band root. First, spin-orbit coupling splits the valence edge by $\Delta$, roughly 0.33 eV. The $p$-like state along $\mathbf k$ then has weight 2/3 in the upper valence level and 1/3 in the split-off level. Eliminating these two amplitudes gives, for $\epsilon=E-x$,

$$
\epsilon=E_px\left[\frac{2/3}{\epsilon+E_g}
+\frac{1/3}{\epsilon+E_g+\Delta}\right].
$$

Expand each denominator to first order in $\epsilon$ and define $S_j=\tfrac23E_g^{-j}+\tfrac13(E_g+\Delta)^{-j}$. Then $\epsilon=E_pS_1x-E_p^2S_1S_2x^2+O(x^3)$. The mass condition is $E_pS_1=(1-\mu)/\mu$, and so

$$
\alpha=(1-\mu)^2\frac{S_2}{S_1}.
$$

The ratio $S_2/S_1$ is a weighted mean of $1/E_g$ and $1/(E_g+\Delta)$, so at fixed $E_g$ and $m^*$ the splitting lowers $\alpha$. The result is 1.144 eV$^{-1}$, a fall of 8%, and the energy at $k_F$ rises by 1.2 meV. For $\Delta=0$, and again for $\Delta\gg E_g$, the ratio returns to $1/E_g$.

Remote bands can matter more. A trial contribution of $-5$ to the conduction curvature, in units of $1/m_0$, makes $a_c=-4$. With $a_v=1$ and the edge mass held fixed, (7) gives $\alpha=1.51$ eV$^{-1}$, 21% above (4), and the energy at $k_F$ falls by 3.4 meV. This is a sensitivity estimate with a rough input and without the further $k^4$ terms just mentioned, but it exceeds the 9% difference between $1/E_g$ and (4). The squared factor is therefore the consistent coefficient for the stated two-band model; it does not by itself guarantee a more accurate $\alpha$ for the alloy.

Higher $p$-like conduction states also make the band depend on direction. If they lie 3.7 eV above the edge and couple to the valence states with an energy parameter of 15 eV, both rough, the energy at $k_F$ is lower along [110] than along [100] by 2.8 meV, and lower along [111] by 3.8 meV. These figures leave out spin-orbit coupling and the direct coupling of the higher states to the conduction state, which zinc-blende symmetry allows and which at fixed edge mass would lower the energy along [100] as well. In that case the higher states do not couple, along [100], to the valence state that mixes with the conduction state, and the two-band energy is unchanged there.

Temperature enters in two ways. At 300 K, $k_BT=25.9$ meV and the Fermi energy is only $4.75\,k_BT$. At fixed density the chemical potential is 0.1154 eV, 7.4 meV below its zero-temperature value; this is a change of filling, with the dispersion held fixed. Cooling also widens the gap. If a rough rise of 0.07 eV acted in full on the two-band mass at fixed $E_p$, the mass would become $0.0447\,m_0$ and $\alpha$ would fall to 1.127 eV$^{-1}$, so $\alpha$ and $m^*$ should be taken at the same temperature. The estimate assumes that $E_p$ stays fixed and that the whole gap change enters the mass formula; neither is established here. The satellite L valleys, placed roughly 0.5 eV above the edge with a total density-of-states mass of $0.5\,m_0$, hold about $10^{-6}$ of the electrons in equilibrium and can be ignored here.

These estimates leave out alloy disorder, the random potential of the dopants, many-electron shifts of the gap and confinement in a thin channel. At this doping the dopant potential alone can vary by tens of meV. Exchange between the electrons can also move the Fermi level relative to the band edge by several meV at this density, as much as the corrections above, so the meV differences compare models and are not the accuracy of a prediction for the alloy. No electric field is applied, so tunnelling, breakdown and field-heated electrons are outside the example. The numerical output lists the values at higher precision.

## Calculated quantities

```
Plane-wave test, potential V (hbar^2/2m0 = 1): 0.2000
Plane-wave test, gap: 0.3998
Plane-wave test, m*/m0 from band: 0.0907
Plane-wave test, m*/m0 from two-band k.p: 0.0907
Plane-wave test, alpha*Eg from band: 0.82708
Plane-wave test, (1-m*/m0)^2: 0.82689
Plane-wave test, alpha*Eg shift, 6 to 8 waves: 3.3e-11
Gap Eg (rough): 0.74 eV
Edge mass m*/m0 (rough): 0.041
Electron density: 2.0e+18 cm^-3
Temperature: 300 K
hbar^2/(2 m0): 0.03810 eV nm^2
Ep from Eg and m*: 17.31 eV
alpha from formula: 1.2428 1/eV
alpha from diagonalization: 1.2428 1/eV
alpha with one free-electron term: 1.2959 1/eV
alpha with no free-electron term, 1/Eg: 1.3514 1/eV
beta, next coefficient: -0.1321 1/eV^2
Fermi wavevector: 0.3898 1/nm
Free-electron energy x at kF: 0.00579 eV
Parabolic energy gamma at kF: 0.14118 eV
Full two-band energy at kF: 0.12271 eV
Nonparabolic relation energy at kF: 0.12252 eV
Truncated quartic energy at kF: 0.11641 eV
Relation minus full energy: -0.184 meV
Quartic minus full energy: -6.30 meV
Parabola minus full energy: 18.47 meV
Transport mass/m0 at kF, full: 0.05327
Transport mass/m0 at kF, relation: 0.05349
Spin-orbit splitting (rough): 0.33 eV
alpha with spin-orbit splitting: 1.1443 1/eV
Energy shift at kF, spin-orbit: 1.17 meV
Trial remote curvature (units 1/m0, rough): -5.0
alpha with remote curvature: 1.5085 1/eV
Energy shift at kF, remote: -3.39 meV
Higher p level above edge (rough): 3.7 eV
Coupling energy to higher p level (rough): 15.0 eV
Warping at kF, [110] minus [100]: -2.84 meV
Warping at kF, [111] minus [100]: -3.76 meV
Thermal energy kT: 25.85 meV
Fermi energy / kT: 4.75
Chemical potential at temperature: 0.11535 eV
Thermal shift of level: -7.35 meV
Mesh shift of level, 80 to 160 nodes: 1.1e-10 meV
Gap rise on cooling (rough): 0.07 eV
m*/m0 after cooling, Ep fixed: 0.0447
alpha after cooling: 1.1267 1/eV
L valley height (rough): 0.5 eV
L valley density-of-states mass/m0 (rough): 0.5
L valley to Gamma electron ratio: 1.5e-06
```
